\section*{Why the rigid-ion Debye-Waller term is not generally exact}

\section{A discrepancy of 17 meV}

The zero-point stretching vibration of an H$_2$ molecule shifts its occupied electron level. At second order in the displacement, a restricted Hartree-Fock calculation gives a shift of $-39.5$ meV. If the same level is described by its equivalent local potential and the Debye-Waller part is built by the rigid-ion rule, the shift becomes $-56.3$ meV. The nuclei, the vibration and the first-order response are the same in both figures, and each nucleus carries its attractive potential along without deforming it. Something worth $16.8$ meV has nevertheless been lost.

The belief at issue is this: since the potential of each ion moves rigidly, the potential felt by an electron has no mixed second derivative with respect to the positions of two different nuclei, and the Debye-Waller term therefore follows from first derivatives alone. The premise is true of the bare ions. The conclusion fails in general for the self-consistent potential, because the electrons that screen one ion respond differently when another ion has moved.

\section{Why the belief tempts}

Let $R_1$ and $R_2$ be the nuclear positions along a line, and let subscripts on $V$, on the orbitals and on the levels denote derivatives with respect to them. For a sum of atom-centred potentials,
\begin{equation}
V(x)=U_1(x-R_1)+U_2(x-R_2),\qquad
V_{12}=\frac{\partial^2V}{\partial R_1\partial R_2}=0 ,
\end{equation}
since differentiating by $R_1$ removes the second term and differentiating by $R_2$ then removes the first. In a model that postulates this form, the rigid-ion rule is correct.

The rule also saves work. Second-order perturbation theory needs second derivatives of the potential, whereas the rule replaces them by products of first derivatives, which a phonon calculation already supplies. It even respects translation invariance, as shown below, so a test of that invariance cannot expose its error.

Screening alone does not refute it either. Suppose that a fixed host has density $\rho_h$ and potential $V_h$, and that its electrons respond strictly linearly, with a response operator $\chi_h$ independent of the ions. Let $W$ be the electron repulsion. The added potential $\Delta V=V-V_h$ obeys
\begin{align}
\Delta V&=v_1+v_2+W\chi_h\Delta V,\\
\Delta V&=(1-W\chi_h)^{-1}v_1+(1-W\chi_h)^{-1}v_2 .
\end{align}
Each term depends on one nuclear position, so $V_{12}=0$. In a uniform host each screened ion also keeps its shape as it moves. A refutation must therefore come from nonlinear response.

\section{The mixed derivative of a screened potential}

Take two electrons of opposite spin in one real, normalized orbital $\varphi$, and write $\rho=\varphi^2$ for the density of one of them. The Hartree potential is $2W\rho$. In exact-exchange Kohn-Sham theory for this pair, exchange cancels half of it. In Rydberg atomic units the equations are
\begin{align}
H\varphi&=\varepsilon\varphi,\qquad H=-\frac{d^2}{dx^2}+V,\\
V&=v_1(x-R_1)+v_2(x-R_2)+\lambda W\rho ,
\end{align}
where $(W\rho)(x)=\int W(x,x')\rho(x')\,dx'$. The factor $\lambda$ is 1 in the model proper and serves to weaken the repulsion in a limiting case. The nuclei are static, the level is nondegenerate, and the self-consistent solution varies smoothly with $R_1$ and $R_2$.

Differentiate the orbital equation with respect to $R_a$:
\begin{equation}
(H-\varepsilon)\varphi_a+(V_a-\varepsilon_a)\varphi=0 .
\label{first}
\end{equation}
Normalization gives $\langle\varphi|\varphi_a\rangle=0$. Define
\begin{equation}
G=\sum_{m\ne0}\frac{|m\rangle\langle m|}{\varepsilon_0-\varepsilon_m},
\qquad G(H-\varepsilon_0)=-(1-|\varphi\rangle\langle\varphi|),
\end{equation}
where state 0 is $\varphi$. The second relation holds because $H-\varepsilon_0$ multiplies state $m$ by $\varepsilon_m-\varepsilon_0$, the negative of the denominator. Applying $G$ to Eq.~\eqref{first}, and using $G\varphi=0$, gives
\begin{equation}
\varphi_a=GV_a\varphi,\qquad
\rho_a=2\varphi\varphi_a=2\varphi GV_a\varphi\equiv\chi_0V_a .
\end{equation}
The derivative of the potential is then
\begin{equation}
V_a=\frac{\partial v_a}{\partial R_a}+\lambda W\chi_0V_a,
\qquad
V_a=(1-\lambda W\chi_0)^{-1}\frac{\partial v_a}{\partial R_a}.
\end{equation}

Now differentiate Eq.~\eqref{first} for $a=1$ with respect to $R_2$. Each product contributes two terms:
\begin{equation}
(H-\varepsilon)\varphi_{12}+(V_2-\varepsilon_2)\varphi_1
+(V_1-\varepsilon_1)\varphi_2+(V_{12}-\varepsilon_{12})\varphi=0 .
\end{equation}
Applying $G$ fixes the part of $\varphi_{12}$ orthogonal to $\varphi$. The parallel part comes from differentiating $\langle\varphi|\varphi\rangle=1$ twice, which gives $\langle\varphi|\varphi_{12}\rangle=-\langle\varphi_1|\varphi_2\rangle$. Together,
\begin{align}
\varphi_{12}={}&G\big[(V_1-\varepsilon_1)\varphi_2
+(V_2-\varepsilon_2)\varphi_1+V_{12}\varphi\big]\nonumber\\
&-\varphi\langle\varphi_1|\varphi_2\rangle .
\end{align}
Since $\rho=\varphi^2$, its mixed derivative is
\begin{equation}
\rho_{12}=2\varphi\varphi_{12}+2\varphi_1\varphi_2=\chi_0V_{12}+s ,
\end{equation}
with
\begin{align}
s={}&2\varphi G\big[(V_1-\varepsilon_1)\varphi_2+(V_2-\varepsilon_2)\varphi_1\big]
\nonumber\\
&+2\varphi_1\varphi_2-2\varphi^2\langle\varphi_1|\varphi_2\rangle .
\end{align}
The source $s$ is the quadratic density response: every term contains one factor of $V_1$ and one of $V_2$. It redistributes charge without creating any. The integral of its first term vanishes because $\langle\varphi|G=0$, and those of the last two cancel.

The bare ions contribute nothing to the mixed derivative of $V$, so $V_{12}=\lambda W\rho_{12}$. Inserting $\rho_{12}$ and collecting $V_{12}$ gives
\begin{equation}
V_{12}=(1-\lambda W\chi_0)^{-1}\lambda Ws .
\label{mixed}
\end{equation}
With an invertible screening operator, $V_{12}$ vanishes if and only if $\lambda Ws$ does. Nothing in the rigid motion of the bare ions enforces that. In words, the change in potential caused by moving atom 1 depends on where atom 2 stands.

For a general density functional, the repulsion potential is itself nonlinear in the density. If $K$ and $L$ are its first and second functional derivatives, the chain rule gives $K\rho_{12}+L[\rho_1,\rho_2]$ in place of $\lambda W\rho_{12}$. The term with $L$ is a second source of non-rigid behaviour.

\section{A number, and two limits that identify the cause}

Let the ions have the potentials $-2/\sqrt{(x-R_a)^2+b_a^2}$, with $b_1=1.0$ and $b_2=1.4$ bohr, at a distance of $2.0$ bohr. Let $W=2/\sqrt{(x-x')^2+1}$, with lengths in bohr. These are round model parameters and describe no particular material.

Equation~\eqref{mixed} gives a largest $|V_{12}(x)|$ of $0.01995$ Ry/bohr$^2$ on grid points $0.2$ bohr apart; the peak between the points is about $0.0201$ Ry/bohr$^2$. In a test, $V_{12}$ was also obtained from four self-consistent potentials, with each ion displaced by $\pm0.005$ bohr. The two results differ by at most $9.0\times10^{-8}$ Ry/bohr$^2$ anywhere on the grid.

The first limit weakens the electron repulsion. Equation~\eqref{mixed} then predicts $V_{12}=\lambda Ws^{(0)}+O(\lambda^2)$, with $s^{(0)}$ computed without repulsion. Self-consistent solutions at $\lambda=0.01$ and $0.02$, extrapolated to zero, reproduce this slope with a largest deviation of $1.4\times10^{-4}$ of its maximum. Without repulsion the effect is absent.

The second limit weakens the ions. Place them in a fixed host potential $0.1x^2$ Ry and multiply their potentials by $\eta$. Each $V_a$ starts at order $\eta$, so $s$ starts at order $\eta^2$. The part of $V_{12}$ even in $\eta$, compared at $\eta=0.05$ and $0.10$, grows with the power $2.002$. A term linear in $\eta$ would appear in the odd part and would dominate for weak ions; at $\eta=0.05$ the odd part has $0.066$ times the norm of the even part. This agrees with a leading quadratic response and no contribution from linear screening.

\section{What the Debye-Waller term loses}

For any nondegenerate level $n$, first-order perturbation theory gives $\varepsilon_a=\langle n|V_a|n\rangle$. Differentiating again, both through $V_a$ and through the state, yields
\begin{align}
\varepsilon_{ab}&=D_{ab}+F_{ab},\qquad D_{ab}=\langle n|V_{ab}|n\rangle,\\
F_{ab}&=2\sum_{m\ne n}
\frac{\langle n|V_a|m\rangle\langle m|V_b|n\rangle}{\varepsilon_n-\varepsilon_m}.
\end{align}
The factor 2 arises because the bra and the ket both change. $F$ gives the static Fan term and $D$ the Debye-Waller term.

Moving both nuclei by the same amount leaves every level unchanged: $\varepsilon_1+\varepsilon_2=0$ at all positions. Differentiating this by $R_1$ and by $R_2$ gives
\begin{align}
D_{11}&=-F_{11}-F_{12}-D_{12},\\
D_{22}&=-F_{22}-F_{12}-D_{12}.
\end{align}
The rigid-ion rule drops $D_{12}$ here and also in the Debye-Waller term itself. For displacements $u_1$ and $u_2$, the complete term is
\begin{align}
\Delta_{\rm DW}
&=\tfrac12(u_1^2D_{11}+u_2^2D_{22}+2u_1u_2D_{12})\nonumber\\
&=-\tfrac12\big[u_1^2(F_{11}+F_{12})+u_2^2(F_{22}+F_{12})\big]\nonumber\\
&\quad-\tfrac12D_{12}(u_1-u_2)^2 .
\label{dw}
\end{align}
The bracket is the rigid-ion expression; the last term is what it misses. With $q=u_2-u_1$, the omission averages to $-\tfrac12D_{12}\langle q^2\rangle$, whatever the two masses, provided that $\langle q^2\rangle$ is the same.

Now add the Fan term, $\tfrac12(u_1^2F_{11}+u_2^2F_{22}+2u_1u_2F_{12})$. The diagonal elements cancel, leaving
\begin{equation}
\Delta\varepsilon=-\tfrac12(F_{12}+D_{12})q^2,\qquad
\Delta\varepsilon_{\rm rigid}=-\tfrac12F_{12}q^2 .
\label{total}
\end{equation}
Both expressions vanish for a common translation. This is why the rigid-ion result passes a translation test while being wrong for a stretch.

In the model, the occupied level has $F_{12}=0.02067$ and $D_{12}=-0.00571$ Ry/bohr$^2$. Its complete curvature with respect to $q$ is therefore
\begin{equation}
-(0.02067-0.00571)=-0.01496\ \text{Ry/bohr}^2 ,
\end{equation}
and recomputing the level with one ion displaced gives the same printed value. The rigid-ion curvature, $-0.02067$, is too large in magnitude by 38\% of the complete one.

For the first empty level, $F_{12}=0.00219$ and $D_{12}=0.00438$ Ry/bohr$^2$. The complete curvature is $-0.00657$, three times the rigid-ion value of $-0.00219$. The errors of the two levels have opposite signs, so they add in the gap. Its complete curvature is $-0.00657+0.01496=0.00839$ Ry/bohr$^2$, while the rigid-ion rule gives $-0.00219+0.02067=0.01848$, about 2.2 times as much.

The Debye-Waller part can even change sign. When the ions share the displacement equally, its value per $q^2$ for the empty level is $-0.00032$ Ry/bohr$^2$, against $+0.00187$ from the rule. If atom 1 carries one tenth of the displacement, the values are $0.00414$ and $0.00633$. The difference is $-0.00219=-D_{12}/2$ in both cases, as Eq.~\eqref{dw} requires.

The omission also depends on geometry. With all other parameters fixed, $D_{12}$ of the occupied level is $-0.00963$, $-0.00571$ and $-0.00259$ Ry/bohr$^2$ at bond lengths of $1.5$, $2.0$ and $2.5$ bohr. Three points do not establish a law of decay.

\section{The hydrogen molecule}

For two electrons in one orbital, restricted Hartree-Fock theory and exact-exchange Kohn-Sham theory share the same density and occupied level. The latter has a local potential, the nuclear attraction plus half the Hartree potential, so the derivation carries over to displacements along the bond. The separation into $D$ and $F$ refers to this local potential. The nonlocal Fock operator would divide the same total differently, and the rigid-ion rule applied to it would make an error of a different size.

Let $A(u_1,u_2)$ be half the Hartree potential of the displaced molecule, averaged over the orbital of the undisplaced one. Then
\begin{align}
D_{12}\simeq\frac{1}{4\delta^2}\big[&A(\delta,\delta)-A(\delta,-\delta)\nonumber\\
&-A(-\delta,\delta)+A(-\delta,-\delta)\big],
\end{align}
with $\delta=0.05$ bohr. The nuclear attraction cancels from this combination, because each of its terms depends on one displacement. The result is $-0.4638$ meV/pm$^2$ in the cc-pVTZ basis and $-0.4603$ in aug-cc-pVTZ, a change of less than 1\%. Extrapolating the step to zero makes both values more negative by about $0.0003$ meV/pm$^2$, so the fourth digit is not converged. The second value is used below.

A harmonic oscillator of reduced mass $\mu$ holds half its energy as potential energy:
\begin{equation}
\tfrac12\mu\omega^2\langle q^2\rangle
=\tfrac12\hbar\omega\Big(\frac{1}{e^{\hbar\omega/k_BT}-1}+\tfrac12\Big).
\end{equation}
The bracket equals $\tfrac12\coth(\hbar\omega/2k_BT)$, so
\begin{equation}
\langle q^2\rangle=\frac{\hbar}{2\mu\omega}\coth\frac{\hbar\omega}{2k_BT}.
\end{equation}
The computed bond length is $73.44$ pm and the vibrational quantum $0.5689$ eV. The zero-point root-mean-square displacement is $8.54$ pm, hence $\langle q^2\rangle=72.9$ pm$^2$. The omitted term is
\begin{equation}
-\tfrac12(-0.4603)(72.9)=16.8\ \text{meV}.
\end{equation}
The level curvature, $-1.0842$ meV/pm$^2$ in cc-pVTZ, gives the complete quadratic shift, $\tfrac12(-1.0842)(72.9)=-39.5$ meV. By Eq.~\eqref{total}, the rigid-ion curvature is the complete one plus $D_{12}$, or $-1.5445$ meV/pm$^2$, and its shift is $-56.3$ meV. This value is inferred from the sum rule. A direct finite-difference evaluation of $F_{12}$ in these atom-centred bases comes out about 2\% smaller, some 1 meV in the shift, so a finite basis and step satisfy the sum rule only to that level. The rule errs by about 42\% of the complete quadratic shift. This accounts for the opening discrepancy. In the larger cc-pVQZ basis the complete and rigid-ion shifts become $-40.2$ and $-57.1$ meV, so their last digits are not converged; the omitted term changes by only about $0.1$ meV.

\section{How far the number reaches}

Hydrogen is used in chip processing, for example in anneals at roughly 700 K. The real molecule has a bond length of roughly 74 pm and a harmonic quantum of roughly 0.55 eV, so the calculation lies close to it in these two quantities. Coupled cluster with single and double excitations, complete for two electrons within the cc-pVTZ basis, lowers the computed quantum to $0.5468$ eV and raises the zero-point $\langle q^2\rangle$ by 4\%. In aug-cc-pVTZ the correlated quantum is $1.0$ meV lower, and the increase is still about 4\%. At fixed $D_{12}$, this adds about $0.7$ meV to the omitted term. The effect of correlation on $D_{12}$ itself was not computed.

The quadratic shift is not the largest effect of the vibration. Let the energy curve have second and third derivatives $k$ and $E'''$ at its minimum. The mean force vanishes in a stationary state, so to leading order
\begin{equation}
k\langle q\rangle+\tfrac12E'''\langle q^2\rangle=0,\qquad
\langle q\rangle=-\frac{E'''\langle q^2\rangle}{2k}.
\end{equation}
This lengthens the bond by $2.30$ pm and raises the level by $194$ meV. Adding the quadratic $-39.5$ meV gives $155$ meV, close to the $154$ meV of a full vibrational average over the computed curve. In cc-pVQZ these two values fall by roughly 1 meV or a little less. The omitted $16.8$ meV is thus 11\% of the full shift, though 42\% of its quadratic part.

Heating to 700 K increases the harmonic $\langle q^2\rangle$ by a fraction of just $1.6\times10^{-4}$. Rotation, left out so far, matters more. A classical rotor with two rotational degrees of freedom has mean energy $k_BT$ and pulls on the bond with a force $2k_BT/R$, where $R$ is the bond length. From the zero-point relation, $k=\hbar\omega/(2\langle q^2\rangle)=3.9$ meV/pm$^2$. With $k_BT=60$ meV, the extension is about $2(60)/(3.9\times73.4)=0.42$ pm. The slope of the level, $194/2.30=84$ meV/pm, turns this into some 35 meV. This is a classical estimate, but it shows that the temperature dependence of a free molecule cannot be read from its vibration alone.

The static treatment neglects the exchange of vibrational quanta with the electrons. The quantum is $0.035$ of the electron binding energy. The static picture requires the quantum to be small compared with the distances to other levels. For bound levels these are smaller than the binding energy, so the ratio is only a rough guide and not an estimate of the correction.

None of these figures can be transferred to a crystal, but the form of the omission can. For many atoms moving along one axis, translation invariance gives $D_{aa}=-\sum_bF_{ab}-\sum_{b\ne a}D_{ab}$. Inserting this into $\tfrac12\sum_{ab}D_{ab}\langle u_au_b\rangle$ leaves, beyond the rigid-ion part,
\begin{align}
\Delta_{\rm missed}
&=\tfrac12\sum_{a\ne b}D_{ab}\big(\langle u_au_b\rangle-\langle u_a^2\rangle\big)
\nonumber\\
&=-\tfrac14\sum_{a\ne b}D_{ab}\langle(u_a-u_b)^2\rangle .
\end{align}
The second line averages each pair with its copy under exchange of $a$ and $b$, using $D_{ab}=D_{ba}$. For two atoms it reduces to the earlier result. The terms may be small or may cancel in a given solid, and that has to be established for the level and functional in use. For a nondegenerate level, one way is to take a cell that contains the vibration, displace the atoms along it, recompute the self-consistent potential, and take the second derivative of the level. Within the static approximation, this includes the mixed terms that the rigid-ion rule discards. The numerical output below lists the main computed values.

\section*{Numbers as computed}
\begin{verbatim}
MODEL, Rydberg atomic units
ion softening lengths: 1.0, 1.4 bohr
bond length: 2.0 bohr; repulsion softening: 1.0 bohr
grid spacing 0.2 bohr, half box 20 bohr
occupied level: -0.99632 Ry
  D12 = -0.00571, F12 = 0.02067 Ry/bohr^2
  level curvature, direct: -0.01496 Ry/bohr^2
  rigid-ion curvature, -F12: -0.02067 Ry/bohr^2
first empty level: -0.50071 Ry
  D12 = 0.00438, F12 = 0.00219 Ry/bohr^2
  level curvature, direct: -0.00657 Ry/bohr^2
  rigid-ion curvature, -F12: -0.00219 Ry/bohr^2
gap curvature missed, -(D12 empty - D12 occ): -0.01009 Ry/bohr^2
largest |V12(x)|: 0.01995 Ry/bohr^2
largest V12 formula-minus-direct: 9.0e-08 Ry/bohr^2
DW/q^2, level 0, atom-1 share 0.5: true 0.02480, rigid 0.02195 Ry/bohr^2
DW/q^2, level 0, atom-1 share 0.1: true 0.01402, rigid 0.01116 Ry/bohr^2
DW/q^2, level 1, atom-1 share 0.5: true -0.00032, rigid 0.00187 Ry/bohr^2
DW/q^2, level 1, atom-1 share 0.1: true 0.00414, rigid 0.00633 Ry/bohr^2
weak-repulsion slope, relative error: 1.4e-04
power of ion strength in even part of V12: 2.002
odd/even part of V12 at ion strength 0.05: 0.066
occupied D12 at bond 1.5 bohr: -0.00963 Ry/bohr^2
occupied D12 at bond 2.0 bohr: -0.00571 Ry/bohr^2
occupied D12 at bond 2.5 bohr: -0.00259 Ry/bohr^2
H2, restricted Hartree-Fock; curve in cc-pVTZ
bond length: 73.44 pm
vibrational quantum: 0.5689 eV
zero-point rms relative displacement: 8.54 pm
occupied level: -16.229 eV
D12, cc-pVTZ: -0.4638 meV/pm^2
D12, aug-cc-pVTZ: -0.4603 meV/pm^2
level curvature: -1.0842 meV/pm^2
quadratic level shift, complete: -39.54 meV
quadratic level shift, rigid-ion: -56.33 meV
term missed by rigid-ion: 16.79 meV
relative growth of <q^2> at 300 K: 5.54e-10
relative growth of <q^2> at 700 K: 1.60e-04
bond lengthening, leading / full: 2.30 / 2.32 pm
level shift from lengthening: 194.25 meV
full vibrational average of level shift: 153.92 meV
vibrational quantum with correlation: 0.5468 eV
change of zero-point <q^2> by correlation: 4.04 %
vibrational quantum / electron binding: 0.0351
\end{verbatim}
